\section*{How much do temperature fluctuations raise a mean Arrhenius rate?}

\section*{Question}

An oxygen vacancy in a resistive memory cell must cross a barrier of $1\,\mathrm{eV}$ to hop to the next site. The cell is at $300\,\mathrm{K}$ on average, but its surroundings make the temperature fluctuate with a standard deviation of $5\,\mathrm{K}$. By how much does the mean hop rate differ from the rate at a steady $300\,\mathrm{K}$, and how does the difference scale with the barrier, the temperature and the size of the fluctuations?

\section*{Answer}

The mean rate is higher by roughly 20 percent. For small fluctuations the gain grows as the square of their standard deviation and of the barrier, and falls roughly as the fourth power of the mean temperature.

\subsection*{What is averaged}

Take the rate to be
\begin{equation}
k(T)=\nu\,e^{-E/k_BT},
\end{equation}
with a constant attempt frequency $\nu$ and barrier $E$. Using this law at each moment assumes that the temperature changes slowly enough for the atoms around the vacancy to stay in local thermal equilibrium. Let $T=T_0+\sigma z$, where $z$ is a Gaussian variable of mean 0 and variance 1, and define
\begin{equation}
\varepsilon=\frac{E}{k_BT_0},\qquad
R=\frac{\langle k\rangle}{k(T_0)}
=\left\langle \exp\left[\varepsilon\left(1-\frac{T_0}{T}\right)\right]\right\rangle .
\end{equation}
The gain is $R-1$.

A Gaussian also gives a tiny weight to negative temperatures. As $T$ approaches zero from below, $-E/k_BT$ tends to $+\infty$, and the formal average diverges. The Gaussian must therefore be cut to physical temperatures. Here it is cut at $T_0\pm12\sigma$, or $240$ to $360\,\mathrm{K}$. Numerical integration over the rest of the range from 1 to $600\,\mathrm{K}$ adds only about $10^{-30}$ to $R$, so the position of the cut has no practical effect on $R$. The Gaussian integrals below may then run over all $z$, because their expanded exponents have no singularity.

\subsection*{First estimate: the curvature of the rate}

Two derivatives of the rate are needed:
\begin{align}
k'&=\frac{E}{k_BT^2}\,k,\\
k''&=\left[\left(\frac{E}{k_BT^2}\right)^2-\frac{2E}{k_BT^3}\right]k .
\end{align}
In the Taylor series about $T_0$ the first-order term averages to zero, since $\langle z\rangle=0$. The second-order term contains $\langle z^2\rangle=1$, so
\begin{equation}
R\approx1+\frac{\sigma^2}{2}\frac{k''(T_0)}{k(T_0)}
=1+\frac{\sigma^2}{2T_0^2}\left(\varepsilon^2-2\varepsilon\right)
=1+\frac{s^2}{2}-c,
\end{equation}
where
\begin{equation}
s=\frac{\varepsilon\sigma}{T_0},\qquad
c=\varepsilon\left(\frac{\sigma}{T_0}\right)^2 .
\end{equation}

At $300\,\mathrm{K}$ the thermal energy is $0.025852\,\mathrm{eV}$. Hence $\varepsilon=1/0.025852=38.68$, $s=38.68\times5/300=0.6447$ and $c=38.68\times(5/300)^2=0.0107$. The estimate is
\begin{equation}
R\approx1+0.2078-0.0107=1.197 .
\end{equation}

The cause is the upward curvature of $k(T)$. At $305\,\mathrm{K}$ the rate is 1.885 times its value at $300\,\mathrm{K}$; at $295\,\mathrm{K}$ it is 0.519 times that value. The warm moment gains 0.885 while the cold one loses 0.481. If the temperature simply spent half its time at each of these two values, the mean would be $(1.885+0.519)/2=1.202$.

\subsection*{Second estimate: the curvature of the exponent}

Since $s$ is not very small, it is better to expand the exponent and keep the exponential. With $y=\sigma z/T_0$,
\begin{equation}
\varepsilon\left(1-\frac{1}{1+y}\right)
=\varepsilon(y-y^2+y^3-\cdots)
=sz-cz^2+\frac{c\sigma}{T_0}z^3-\cdots .
\end{equation}
Keep the first two terms and set $a=1+2c$. Together with the Gaussian weight, the exponent becomes
\begin{equation}
-\frac{z^2}{2}+sz-cz^2
=-\frac a2z^2+sz
=-\frac a2\left(z-\frac sa\right)^2+\frac{s^2}{2a}.
\end{equation}
The remaining Gaussian has variance $1/a$, and its integral divided by $\sqrt{2\pi}$ is $a^{-1/2}$. Therefore
\begin{equation}
R\approx\frac{1}{\sqrt{1+2c}}
\exp\left[\frac{s^2}{2(1+2c)}\right].
\label{eq:closed}
\end{equation}
This gives $R=1.2127$. Dropping $c$ altogether gives $e^{s^2/2}=1.231$, which is too high because the exponent rises less steeply as the temperature increases. Numerical quadrature with the full exponent gives $R=1.2131$, a gain of 21.3 percent within this model.

The small remaining difference has the size of the cubic term. Under the shifted Gaussian, with mean $m=s/a=0.631$, we have $\langle z^3\rangle=m^3+3m/a\approx2.1$. Multiplying by $c\sigma/T_0=0.0107/60$ gives a relative correction of about $4\times10^{-4}$.

The shifted Gaussian also shows when the hops occur. Weighted by the rate, the mean temperature lies above $T_0$ by $\sigma s/a=3.16\,\mathrm{K}$. A steady temperature $T_{\rm eq}$ with the same mean rate obeys
\begin{equation}
\frac{E}{k_B}\left(\frac1{T_0}-\frac1{T_{\rm eq}}\right)=\ln R,
\qquad
\frac1{T_{\rm eq}}=\frac1{T_0}-\frac{k_B\ln R}{E},
\end{equation}
which gives $301.5\,\mathrm{K}$. In their effect on the mean rate, fluctuations of $5\,\mathrm{K}$ are equivalent to a steady warming of only $1.5\,\mathrm{K}$.

\subsection*{How the gain scales}

For $s\ll1$ and $\varepsilon\gg2$,
\begin{equation}
R-1\approx\frac{s^2}{2}
=\frac12\left(\frac{E\sigma}{k_BT_0^2}\right)^2 .
\end{equation}
Halving $\sigma$ to $2.5\,\mathrm{K}$ reduces the gain to 5.0 percent, close to a quarter. Doubling it to $10\,\mathrm{K}$ gives 108 percent, more than four times the original gain. In that case $s=1.29$, and the second-order estimate $1+0.831-0.043=1.79$ falls well short of the numerical $R=2.08$. The quadratic law thus needs $\sigma$ well below $T_0/\varepsilon$, which is $7.8\,\mathrm{K}$ here.

The opposite limit reveals the sign of the effect. To second order the gain is proportional to $\varepsilon(\varepsilon-2)$. It vanishes at $k_BT_0=E/2$ and is negative at higher temperatures, where the Arrhenius curve bends downward as it approaches its ceiling $\nu$. For a $1\,\mathrm{eV}$ barrier this lies at thousands of kelvin, far from the regime of the cell.

\subsection*{A higher mean rate and the waiting time}

With a rough attempt frequency of $10^{13}\,\mathrm{s^{-1}}$, the hop rate at a steady $300\,\mathrm{K}$ is $0.57\,\mathrm{h^{-1}}$, and the fluctuations raise its mean to $0.69\,\mathrm{h^{-1}}$. Whether the mean wait for the first hop becomes shorter depends on how long each temperature lasts.

Suppose the temperature is held for a time $\tau$, then redrawn independently, and let the clock start at one of these redraws. A vacancy that has not hopped at the start of an interval spends in it, on average,
\begin{equation}
\int_0^\tau\langle e^{-kt}\rangle\,dt
=\left\langle\frac{1-e^{-k\tau}}{k}\right\rangle
\end{equation}
before hopping or reaching the end. It survives the interval with probability $q=\langle e^{-k\tau}\rangle$. Summing over intervals gives the factor $1+q+q^2+\cdots=1/(1-q)$, so the mean waiting time is
\begin{equation}
t_{\rm mean}=
\frac{\left\langle(1-e^{-k\tau})/k\right\rangle}
{\left\langle1-e^{-k\tau}\right\rangle}.
\end{equation}
For short $\tau$, $1-e^{-k\tau}\approx k\tau$ and $t_{\rm mean}\to1/\langle k\rangle$. For very long $\tau$ the exponentials vanish and $t_{\rm mean}\to\langle1/k\rangle$. This last average needs a lower cut such as the one at $240\,\mathrm{K}$, because $1/k$ grows without limit as $T$ approaches zero from above. Its value is the same, to the digits given below, for any cut between about 7 and $270\,\mathrm{K}$.

The steady wait is $1.75\,\mathrm{h}$. Rapid changes shorten it to $1.44\,\mathrm{h}$, while frozen temperatures lengthen it to $2.19\,\mathrm{h}$. The intermediate case $\tau=1/k(T_0)$ gives $1.73\,\mathrm{h}$. In the frozen case, a group of cells starts to hop at the raised mean rate, since $-d\langle e^{-kt}\rangle/dt=\langle k\rangle$ at $t=0$, but the cold cells then wait long enough to raise the mean time. The 20 percent gain is therefore a statement about rates. It carries over in full to the mean wait for the first hop only when the changes are rapid compared with the hops. Ambient changes are often slower than that: a sinusoidal swing with the same standard deviation, a period of $24\,\mathrm{h}$ and a random starting phase gives a mean first wait of $1.98\,\mathrm{h}$, longer than the steady value. A single vacancy that hops again and again through many temperature changes is a different case: it makes $\langle k\rangle$ hops per unit time in the long run, so the mean time between its successive hops is $1/\langle k\rangle$ for any finite $\tau$.

\subsection*{Fluctuations that must not be added}

The temperature changes above are imposed from outside. A small body in a heat bath at fixed $T_0$ also has a fluctuating energy, but the Arrhenius law already includes this.

To see it, let $n$ classical harmonic oscillators share an energy $U$, and let a hop require energy $E$ in a chosen one. Each oscillator has a constant density of states in energy, so the number of ways to share $U$ is proportional to $U^{n-1}$. Reserving $E$ for the chosen oscillator leaves $U-E$ to share. The probability that it holds at least $E$ is thus $(1-E/U)^{n-1}$ for $U>E$. In the bath, the distribution of $U$ is
\begin{equation}
P(U)=\frac{U^{n-1}e^{-U/k_BT_0}}{(n-1)!\,(k_BT_0)^n}.
\end{equation}
Averaging and substituting $V=U-E$,
\begin{equation}
\int_E^\infty P(U)\left(1-\frac EU\right)^{n-1}dU
=e^{-E/k_BT_0}\int_0^\infty
\frac{V^{n-1}e^{-V/k_BT_0}}{(n-1)!\,(k_BT_0)^n}\,dV
=e^{-E/k_BT_0}.
\end{equation}
This is the Arrhenius factor with no added gain.

If the body's own temperature is defined as $U/(nk_B)$, its standard deviation is $T_0/\sqrt n$, because $U$ has mean $nk_BT_0$ and variance $n(k_BT_0)^2$. It equals $5\,\mathrm{K}$ for $n=3600$. At fixed energy $U=nk_BT_0$, such a body has a rate $(1-\varepsilon/n)^{n-1}e^{\varepsilon}=0.820$ times the Arrhenius value. Its energy fluctuations restore the missing 18 percent.

\subsection*{The estimate beside a real cell}

The numbers suit a vacancy hop in an unbiased hafnium-oxide cell only roughly: the real barrier depends strongly on charge state and surroundings, and a single hop is not a failure of the cell. The following changes are made one at a time, with $\sigma=5\,\mathrm{K}$ throughout and the averages evaluated numerically. A prefactor proportional to $T$ gives a gain of 22.6 percent. The leading tunnelling factor, $1+(h\nu/k_BT)^2/24$ with the barrier frequency set equal to $\nu$, is 1.107 at $300\,\mathrm{K}$ and gives 21.1 percent. It covers the barrier mode only. Quantizing the well mode of frequency $\nu$ as well, with the other modes taken as unchanged between well and saddle, gives the harmonic factor $\sinh u/\sin u$ with $u=h\nu/2k_BT$, which is 1.24 and gives 20.8 percent. A read field of $0.4\,\mathrm{MV/cm}$, acting on a charge of $2e$ over half the hop length, $0.13\,\mathrm{nm}$, lowers the barrier by $2\times0.04\times0.13=0.0104\,\mathrm{eV}$. This raises the rate along the force by a factor of 1.5 but leaves a gain of 20.8 percent. That estimate takes the field at the vacancy to equal the applied field. In a high-permittivity oxide the local field may be larger: a Lorentz factor $(\kappa+2)/3=9$ for $\kappa\approx25$ would lower the barrier by $0.094\,\mathrm{eV}$, raise the rate 37-fold and reduce the gain to 17.1 percent. A sinusoidal swing with the same standard deviation gives 20.5 percent. Operation at $85\,^\circ\mathrm{C}$ matters more: the gain falls to 10.0 percent.

Real oxides also break the assumption of a single barrier. For a Gaussian spread $\sigma_E=0.05\,\mathrm{eV}$ between sites, completing the square in $-(E'-E)^2/(2\sigma_E^2)-E'/k_BT_0$ shows that the rate-weighted mean barrier drops by $\sigma_E^2/k_BT_0$, to $0.903\,\mathrm{eV}$. The rate averaged over equally occupied sites rises by the factor $\exp[\sigma_E^2/(2k_B^2T_0^2)]=6.5$. The temperature fluctuations then add 17.1 percent to this larger rate. A vacancy that must cross all these barriers in turn is instead held up by the high ones. Its mean waits add, so its overall rate falls by the same factor of 6.5, and rapid temperature fluctuations then add about 26 percent. For these numbers, the spread of barriers affects the absolute rate far more than the temperature fluctuations do, while the relative gain lies between about 17 and 26 percent in the two cases.

Numerical values quoted here were computed with a short program.
